Longitudinal and transverse dispersion of a dipole-coupled oscillator chain, part 2

Identical polarizable particles sit at x = nd on a straight line in vacuum. Each dipole moment p obeys

p″ + γp′ + ω0²p = A E_loc,

where a prime means a time derivative, ω0 is the natural frequency, γ the damping rate, A the strength and E_loc the field of the other dipoles. Formulas are in SI form, with ε0 the vacuum permittivity. The field is the instantaneous Coulomb field (quasistatic approximation) unless retardation is stated.

In a wave, the dipole at site n is the real part of P exp(inθ − iωt), with θ = kd and k the wavevector along the chain. Dipoles point along the chain (longitudinal, L, b = 2) or across it (transverse, T, b = −1). The earlier results are

Ω² = A/(4πε0 d³),

ω² + iγω = ω0² − 2bΩ²S(θ),

S(θ) = Σ_{n≥1} cos(nθ)/n³,

dS/dθ = −C(θ), C(θ) = Σ_{n≥1} sin(nθ)/n²,

D(θ) = −ln[2 sin(θ/2)],

where D = dC/dθ. The right-hand side of the dispersion relation is written ω_L² or ω_T². For γ = 0 the group velocity, v_L or v_T, is

v = bΩ²d C(θ)/ω.

Since C > 0 for 0 < θ < π, v_L > 0 and v_T < 0 there. Wave energy decays as exp(−γt).

Stability (Section 4) requires, with ζ(3) = S(0) = 1.202,

L: Ω²/ω0² < 1/[4ζ(3)] = 0.208,

T: Ω²/ω0² < 2/[3ζ(3)] = 0.555.

The example uses polar-crystal spheres of radius a and relative permittivity ε. Here ω_TO and ω_LO are the bulk transverse and longitudinal optical phonon frequencies, ε∞ is the constant in ε = ε∞(ω_LO² − w)/(ω_TO² − w), and w = ω² + iγω. In a uniform field E0 (Section 9),

p = 4πε0a³ [(ε − 1)/(ε + 2)] E0,

(ε − 1)/(ε + 2) = β + F/(ω0² − w),

ω0² = (ε∞ω_LO² + 2ω_TO²)/(ε∞ + 2),

β = (ε∞ − 1)/(ε∞ + 2), F = 3ε∞(ω_LO² − ω_TO²)/(ε∞ + 2)²,

Ω² = F(a/d)³.

The term β is the background response of the electrons, which the Lorentz chain leaves out.

### 10. Numbers for magnesium-oxide-like spheres

Rough values typical of magnesium oxide are ħω_TO = 50 meV, ħω_LO = 89 meV and ε∞ = 3.0. The damping is set to ħγ = 1 meV, which suits the bulk transverse phonon. Near the sphere resonance at 76 meV, processes with several phonons add to the absorption, and at room temperature the resonance of a real magnesium oxide sphere is nearer 3 meV wide. The decay distances below would then be about three times shorter. The spheres have a = 25 nm and d = 75 nm, so their surfaces are 25 nm apart. Frequencies are quoted as energies, with ħ understood in the squares:

ω0² = (3 × 89² + 2 × 50²)/5 = 5753 meV², ħω0 = 75.85 meV,

F = 9 × (89² − 50²)/25 = 1952 meV²,

Ω² = 1952/27 = 72.3 meV².

The ratio Ω²/ω0² = 0.0126 is far below the stability limit of 0.208.

At kd = 0.3 the sums are S = 1.080 and C = 0.662. The energies follow:

ω_L² = 5752.6 − 4 × 72.28 × 1.080 = 5440 meV², ħω_L = 73.76 meV,

ω_T² = 5752.6 + 2 × 72.28 × 1.080 = 5909 meV², ħω_T = 76.87 meV.

The second decimal is kept because the changes along each branch are small; the material data do not justify it as an absolute value. From kd = 0 to 0.3 to π the longitudinal energy goes from 73.52 to 73.76 to 77.55 meV. The transverse energy goes from 76.98 to 76.87 to 74.98 meV. The branches cross where S = 0, since both energies equal ħω0 there.

The slopes at kd = 0.3 are

L: 2 × 72.28 × 0.6616/73.76 = 1.30 meV per radian,

T: −72.28 × 0.6616/76.87 = −0.62 meV per radian.

Multiplication by d/ħ turns these into v_L = 148 km/s and v_T = −71 km/s.

Damping limits what such a wave can do. The energy of a freely moving pulse travels a distance |v|/γ before it falls by a factor e. (A chain driven steadily at one site does not decay as a single exponential, and |v|/γ gives only the rough size of its decay length.) In units of the spacing this is the slope divided by ħγ: 1.3 spacings for L and 0.6 for T. A pulse with a well-defined small k is many spacings long, so it fades before it has moved by a noticeable part of its length. In this chain the signs have to be read from the dispersion curves. The shifts between kd = 0 and 0.3, +0.24 and −0.11 meV, are also smaller than the 1 meV linewidth, whereas the shifts across the whole zone, about +4 and −2 meV, exceed it. With a linewidth of 3 meV only the longitudinal shift would do so. For a decay distance of ten spacings at kd = 0.3, with everything else held fixed, the linewidth would have to be 0.13 meV for L and 0.06 meV for T.

### 11. A packet followed in time

With the damping switched off, the two directions of motion can be followed directly. An open chain of 601 oscillators with the full dipole coupling and Ω²/ω0² = 0.0126 was started with a packet at kd = 0.3. The amplitude had the envelope exp(−n²/(2 × 25²)), and the initial velocities were those of a wave with crests moving towards +x. The centre of the packet was measured with the weight p² + (p′/ω)², which follows the envelope of the oscillation.

After a time 3000/ω0 the longitudinal packet had moved by +51.2 spacings and the transverse one by −24.6. The formula v = bΩ²dC/ω predicts +51.3 and −24.6. In both cases the phase of the wave at kd = 0.3 advanced in the forward direction at the rate ω, to within 0.01 rad over a time 1/ω0. The transverse packet thus moves backward through crests that move forward.

The small shortfall of the longitudinal packet is due to its finite width in k. The weight has a variance of 1/(2 × 25²) = 0.0008 in θ about θ = 0.3. The curvature of C is dD/dθ ≈ −1/θ = −3.3. The mean of C over the packet is therefore lower than C(0.3) by about ½ × 3.3 × 0.0008 = 0.0013, or 0.2 per cent, which is 0.1 spacing out of 51.

The dispersion relations were tested separately on a periodic ring of 24 oscillators. Diagonalizing its coupling matrix gave the predicted values of ω²/ω0² to within 10⁻⁸ for both polarizations. When Ω² was set one per cent below and one per cent above each stability limit of Section 4, the lowest eigenvalue was positive and negative respectively.

### 12. Background polarizability and higher multipoles

With the background term kept, the condition for a free wave is that each dipole equals its polarizability times the field of the others:

1 = x[β + F/(ω0² − w)], x = 2bS(θ)(a/d)³.

Moving βx to the left and solving for w,

1 − βx = xF/(ω0² − w),

w = ω0² − Fx/(1 − βx).

For β = 0 this is the earlier result. The derivative of x/(1 − βx) with respect to x is 1/(1 − βx)², which is positive. The slope of each branch keeps its sign, provided 1 − βx stays positive. Here β = 0.40 and |x| is at most 4ζ(3)/27 = 0.18, so the condition is met with a wide margin.

At kd = 0.3, x is 0.160 for L and −0.080 for T. The factor 1/(1 − βx)² is 1.14 and 0.94, and the velocities become 169 and −67 km/s.

Spheres this close also polarize each other non-uniformly. Their size effect was computed numerically, in the quasistatic limit, by giving each sphere all multipoles up to order 8 along with the background response; that calculation is not derived here. Raising the highest order from 6 to 8 changed the energies at kd = 0.3 by less than 0.001 meV. The velocities at kd = 0.3 are:

- point Lorentz oscillators: 148 and −71 km/s;
- with background response: 169 and −67 km/s;
- with background and multipoles: 150 and −85 km/s.

The close agreement of the first and last longitudinal values is a cancellation of two corrections, each above ten per cent. The transverse speed ends up 20 per cent above that of the simple model. The signs are unchanged. For this geometry the point-dipole velocities are good to about 20 per cent between kd = 0.1 and 2. Near the zone edge they can be far off: at kd = 3 the multipoles make the longitudinal velocity nearly four times the point-dipole value.

### 13. Retardation: how small may k be?

The quasistatic field assumes that the Coulomb interaction acts at once over the whole length that matters. For a wave with small k this length is about 1/k, so the approximation must fail when k comes down to ω/c. Let k0 = ω/c and κ = k0d. For the example κ = 0.0293, calculated with the transverse energy at kd = 0.

The retarded field of a dipole follows from G = exp(ik0r)/r. Along a dipole's own direction the field is p(k0²G + ∂²G)/(4πε0), where ∂² is the second derivative in that direction. For longitudinal dipoles it is G″(r). For transverse dipoles it is G′(r)/r, because r ≈ x + y²/(2x) near the axis. Carrying out the derivatives,

L: k0²G + G″ = 2(1 − ik0r) exp(ik0r)/r³,

T: k0²G + G′/r = −(1 − ik0r − k0²r²) exp(ik0r)/r³.

For θ > κ the wave is slower than light along the chain. The fields around it then decay away from the axis, and the chain does not radiate. The imaginary part of the lattice sum is cancelled by the radiation reaction of each dipole on itself, and the real part g(θ) sets the frequency: ω² = ω0² − Ω²g. For transverse dipoles

g_T = −2 Σ cos(nθ)[cos(κn)/n³ + κ sin(κn)/n² − κ² cos(κn)/n].

The products of trigonometric functions become sums. With φ± = θ ± κ,

g_T = −S(φ₊) − S(φ₋) − κ[C(φ₊) − C(φ₋)] + κ²[D(φ₊) + D(φ₋)].

Differentiate at fixed κ, using S′ = −C, C′ = D and D′ = −½cot(φ/2) ≈ −1/φ:

dg_T/dθ ≈ C(φ₊) + C(φ₋) − κ[D(φ₊) − D(φ₋)] − κ²(1/φ₊ + 1/φ₋).

For small arguments C(φ) ≈ φ − φ ln φ and D(φ) ≈ −ln φ. Then

C(φ₊) + C(φ₋) = 2θ − θ ln(θ² − κ²) − κ ln(φ₊/φ₋),

−κ[D(φ₊) − D(φ₋)] = +κ ln(φ₊/φ₋).

The two logarithms of φ₊/φ₋ cancel, leaving

dg_T/dθ ≈ θ[2 − ln(θ² − κ²) − 2κ²/(θ² − κ²)].

The longitudinal sum lacks the κ² term and has the factor 2 in place of −1, so

dg_L/dθ ≈ −2θ[2 − ln(θ² − κ²)].

The slope of ω has the opposite sign to that of g. (Because κ = ωd/c depends on ω, the slope is also divided by 1 + (κΩ²/2ω²)∂g/∂κ. For small arguments ∂g_T/∂κ ≈ κ[2κ²/(θ² − κ²) − ln(θ² − κ²)], which is about 0.6 at the turning point below. The size of the slope then changes by about one part in 10⁴, and its sign does not change.) The longitudinal group velocity therefore stays positive down to the light line θ = κ. The transverse one does not stay negative. Near the light line the last term in dg_T/dθ dominates, and the transverse branch rises with k. It turns over where the square bracket vanishes. With y = (θ² − κ²)/κ² this condition is

1 − ln κ − ½ ln y = 1/y.

For κ = 0.0293 the solution is y = 0.186, which gives θ = κ√1.186 = 1.09κ. A numerical search with the full sums, without the small-argument forms, finds the turning point at kd = 0.0319, also 1.09 times the light line.

The statement about opposite signs at small positive k thus needs a lower limit. In this example it holds above kd ≈ 0.032, and "small" means between that value and 1. At kd = 0.3 the retarded slopes differ from the quasistatic ones by 0.2 per cent. The formulas above give the same size, κ²/[2θ²(1 − ln θ)] = 0.2 per cent, positive for L and negative for T. As κ grows, the lower limit moves up, and it passes kd = 1 when κ is about 0.8, that is, when the spacing is about one eighth of the wavelength of light. The window at small k is then closed, although the transverse branch still falls with k at larger kd for κ up to about 1.5; at κ = 2 it no longer does. For θ < κ the chain radiates and the present treatment does not apply.

### 14. How the model stands to a real chain

The phonon energies and ε∞ are rough values for magnesium oxide, and a sphere radius of a few tens of nanometres is an ordinary nanoparticle size. The linewidth of 1 meV is optimistic for magnesium oxide at the sphere resonance, as Section 10 explains. The regular chain of equal spheres in vacuum is the idealized part. A real chain rests on a substrate, whose image charges alter the coupling and remove the equivalence of the two transverse directions. For 0 < kd < π they also mix the longitudinal dipoles with the transverse ones that point along the surface normal, so these two branches are no longer purely longitudinal and transverse. The effect of a substrate is not sized here. Particles that are not spherical have a different ω0, and a spread of shapes broadens the resonance. The phonon damping also varies with frequency and temperature. Of the effects that were sized, damping matters most for transport: at fixed velocity, doubling γ halves the decay distance, to about 0.6 spacing for L and 0.3 for T. Finite sphere size and background response change the transverse velocity at kd = 0.3 by about 20 per cent, and retardation changes the slopes there by 0.2 per cent. None of these three reverses the signs at that wavevector. The remaining values are listed in the numerical output that follows.

Numbers as computed

```
transverse-optical phonon energy: 50.0 meV
longitudinal-optical phonon energy: 89.0 meV
eps_inf: 3.0; damping hbar*gamma: 1.0 meV
sphere radius: 25 nm; spacing: 75 nm
background factor beta: 0.400
strength F: 1951.6 meV^2
single-sphere energy hbar*w0: 75.846 meV
coupling Omega^2: 72.28 meV^2; Omega: 8.502 meV
Omega^2/w0^2: 0.01256
stability limit of that ratio, L: 0.2080
stability limit of that ratio, T: 0.5546
zeta(3): 1.20206
S(0.3): 1.08035; C(0.3): 0.66157
theta(1-ln theta) at 0.3: 0.66119
C at its maximum, theta=pi/3: 1.01494
L energy at kd=0: 73.519 meV
L energy at kd=0.3: 73.758 meV
L energy at kd=pi: 77.545 meV
L d(hbar w)/d(kd) at 0.3: 1.2966 meV
L group velocity at 0.3: 147.7 km/s
L energy decay distance: 1.30 spacings
L linewidth for 10 spacings: 0.130 meV
L undamped packet shift: 51.18 spacings
L shift from formula: 51.29 spacings
L energy at 0.3 with background: 73.613 meV
L energy at 0.3 with multipoles too: 73.533 meV
L velocity with background: 169.0 km/s
L velocity with multipoles too: 150.0 km/s
L retardation change of sum slope: 0.22 %
T energy at kd=0: 76.983 meV
T energy at kd=0.3: 76.869 meV
T energy at kd=pi: 74.982 meV
T d(hbar w)/d(kd) at 0.3: -0.6221 meV
T group velocity at 0.3: -70.9 km/s
T energy decay distance: 0.62 spacings
T linewidth for 10 spacings: 0.062 meV
T undamped packet shift: -24.56 spacings
T shift from formula: -24.61 spacings
T energy at 0.3 with background: 76.837 meV
T energy at 0.3 with multipoles too: 76.775 meV
T velocity with background: -66.6 km/s
T velocity with multipoles too: -85.3 km/s
T retardation change of sum slope: -0.22 %
packet run time times w0: 3000
light line, kd: 0.02926
transverse turning point, kd: 0.03187
turning point / light line: 1.089
```
